Classical Harmonic Vibrational Shift of a Charge Transition Level, part 2

A charge transition level ε(q1/q2) of a defect is the Fermi energy E_F, measured from the valence edge, at which charge states q1 and q2 have equal formation free energies

G_q(E_F) = E_q + F_q + qE_F.

Here E_q is the static energy at the relaxed geometry of charge state q, and F_q is its vibrational free energy. Electronic degeneracy has been left out so far. Vibrations shift the static level by

Δε(q1/q2) = (F_q1 − F_q2)/(q2 − q1).

For classical harmonic vibrations, at a fixed valence edge and a fixed cell, this becomes

Δε(q1/q2) = [kT/(q2 − q1)] Σ_i ln(ω_i,q1/ω_i,q2).

The sum, called the logarithmic sum, runs over the 3N − 3 modes of a supercell of N atoms, without the three translations. The squared frequencies ω_i² are the eigenvalues of

D_ab = K_ab/√(m_a m_b),

where K is the matrix of force constants, m_a are the masses, and a and b run over Cartesian components. The masses cancel in the logarithmic sum. Classically, each mode has a mean potential energy ½kT. The two-electron shift is the mean of the one-electron shifts:

Δε(2+/0) = ½[Δε(2+/+) + Δε(+/0)].

For a quantum oscillator with x = ħω/kT and partition function Z, the free energy is F = −kT ln Z = kT ln[2 sinh(x/2)]. The leading quantum correction to the classical level is

δε = ħ² Σ_i(ω_i,q1² − ω_i,q2²)/[24kT(q2 − q1)].

For a small fractional change in the frequency of one mode, the ratio of this correction to the classical term is x²/12.

The numerical output at the end also lists an earlier check in reduced units: two coordinates without translations, charges 2 and 0, static energies 0.4 and 1.9, kT = 0.3, and force constants

K_2 = [3.0, 0.8; 0.8, 1.5],  K_0 = [2.0, −0.5; −0.5, 1.0].

There the level from the formula was compared with the one found by direct integration of the Boltzmann factors.

Q: Does the correction enlarge or reduce the shift?

A: It enlarges it if all modes move in the same direction. Differentiate the quantum free energy with respect to ln ω:

dF/d ln ω = ω dF/dω = (ħω/2) coth(ħω/2kT).

This is also the mean energy of the oscillator, obtained from −d ln Z/d(1/kT). With z = ħω/2kT it equals kT·z/tanh z. The slope of tanh z is less than one for z > 0, so tanh z < z and the mean energy exceeds kT. In the classical formula the same derivative is kT. A given rise in ln ω therefore costs more free energy in quantum mechanics.

If some modes harden and others soften, the corrections can have either sign relative to the classical shift.

Q: And at very low temperature?

A: The classical shift goes to zero with T. The quantum free energy of each mode goes to ħω/2, so the level keeps the zero-point shift

Δε(T = 0) = Σ_i ħ(ω_i,q1 − ω_i,q2)/[2(q2 − q1)].

Here the masses do not cancel, because the frequencies enter as a sum and not as a product.

Q: I need to know whether any of this is large enough to care about. Take a definite defect.

A: Take an oxygen vacancy in a rock-salt oxide, in the rough regime of MgO. The supercell has 64 sites and 63 atoms, hence 3·63 − 3 = 186 vibrational modes. The masses are 24.3 u for the metal and 16.0 u for oxygen. Nearest neighbours are joined by springs of 60 N/m along the bond and 10 N/m in each of the two transverse directions.

The vacancy has six metal neighbours, each with five remaining bonds. These 30 bonds depend on the charge state: their springs are multiplied by 1.00 for charge 0, by 1.05 for charge +1 and by 1.12 for charge +2.

Q: Where do those three factors come from?

A: They are chosen, not calculated for MgO. A possible motive is that the metal ions move away from a positively charged vacancy and press against their outer neighbours, but the spring model does not establish this. For a real defect the factors must be replaced by force constants calculated in each charge state.

Diagonalization gives mode energies ħω from 15.8 to 65.6 meV for the neutral state and from 15.8 to 65.8 meV for charge +1. The lower limit depends on the size of the cell, because a larger cell admits longer acoustic waves. The spectra look almost identical.

Q: Then the effect should be negligible.

A: The individual changes are small, but there are many of them. The logarithmic sum between charge +1 and charge 0 is 0.785. Divided among 186 modes, this is an average of 0.0042 per mode, or a geometric mean frequency ratio of 1.0042. At 1000 K, where kT = 86.17 meV, the level shifts by

Δε(+/0) = 86.17 meV·0.7848/(0 − 1) = −67.6 meV.

The other one-electron level has a logarithmic sum of 1.054:

Δε(2+/+) = 86.17 meV·1.0544/(1 − 2) = −90.9 meV.

For the two-electron level the sum is 1.839 and the charge difference is −2:

Δε(2+/0) = 86.17 meV·1.8393/(0 − 2) = −79.2 meV.

This is the mean of the other two shifts, as derived in the first half.

Q: Can I understand the value 0.785 without diagonalizing anything?

A: Approximately. Let s multiply the springs of the 30 bonds, and write the potential as V_rest + sW. From F = −kT ln Z,

dF/ds = ⟨W⟩,  so dF/d ln s = ⟨sW⟩.

The angle brackets denote a thermal mean, and sW is the energy stored in the scaled bonds. The total mean potential energy is 186·½kT = 93kT. The perfect cell has 3·64 = 192 bonds, and the vacancy removes six, which leaves 186. Equal sharing would give each bond ½kT and the 30 scaled bonds 15kT. The estimate is

15 ln 1.05 = 0.73.

The calculated sum is about 7% larger than this estimate. Dividing 0.7848 by ln 1.05 shows that the scaled bonds hold about 16kT on average over the change of s, slightly more than the equal share of 15kT.

Q: You said that masses cancel. Does this survive in the supercell?

A: With the oxygen mass raised from 16 u to 30 u and all springs unchanged, the logarithmic sum remains 0.7848.

Q: And the size of the supercell? A vacancy in 64 sites sees its own images.

A: With the same springs and scale factors in a cell of 216 sites, the sum is 0.788 and the shift at 1000 K is −67.9 meV. The change is 0.3 meV, about 0.5% of the shift. Still larger cells move it a little further: with 1728 sites the sum is 0.791 and the shift −68.2 meV, about 0.5 meV from the value for 64 sites. This concerns the mechanical response alone. The model has no charges, so the comparison says nothing about electrostatic interactions between images. In a first-principles calculation these affect the static energies and may also affect the force constants.

Q: Now the quantum correction for these numbers. The largest x can hardly be called small.

A: For charge +1 the largest ħω/kT at 1000 K is 0.763. By the estimate x²/12, the leading correction to the contribution of such a mode is 5%, and less for the lower modes. The correction to the level follows without the frequencies, because the sum of the squared frequencies is the trace of D:

Σ_i ω_i² = Σ_a K_aa/m_a.

A bond between atoms of masses m and m′ adds its three spring constants to the diagonal elements of K on both atoms. Its contribution to the trace is (60 + 2·10) N/m·(1/m + 1/m′). Going from charge 0 to charge +1 strengthens 30 bonds by 0.05, so

Σ_i(ω_i,+² − ω_i,0²) = 30·0.05·80 N/m·(1/24.3 + 1/16.0)/u = 7.49·10²⁷ s⁻².

Multiplication by ħ² gives 3.25·10⁻³ eV². The correction is

δε = 3.25·10⁻³ eV²/[24·0.08617 eV·(0 − 1)] = −1.57 meV.

The full quantum sum differs from the classical shift by −1.56 meV.

Q: So at 1000 K I may forget it. At room temperature?

A: There it is no longer small. The shifts of the (+/0) level, classical first and quantum second, are

300 K: −20.3 meV and −25.2 meV,

1000 K: −67.6 meV and −69.2 meV,

1500 K: −101.5 meV and −102.5 meV.

These values are for the cell of 64 sites. In a cell of 512 sites the quantum shifts are larger in size, by about 0.1 meV at 300 K and by less than 1 meV at the two higher temperatures.

Relative to the quantum value, the classical formula misses 19% at 300 K, 2.3% at 1000 K and 1.0% at 1500 K. At 0 K the quantum shift is −16.8 meV, while the classical one vanishes. The quantum shift is larger in size at each of these temperatures. This agrees with the general argument: strengthening springs cannot lower any frequency when the modes are arranged in rising order.

One must also know what the static level already contains. If the zero-point energy has been added to E_q, adding the full quantum F_q would count it twice.

Q: You postponed the degeneracy. The positive vacancy has one unpaired electron.

A: A state with degeneracy g_q has g_q times the statistical weight, which adds −kT ln g_q to its free energy. The same subtraction as before gives

Δε_spin = (−kT ln g_q1 + kT ln g_q2)/(q2 − q1) = kT ln(g_q2/g_q1)/(q2 − q1).

In charge state 0 the vacancy holds two electrons, which I take to be paired. Charge state +1 has one electron with two spin directions, and charge state +2 has none. Thus g_0 = 1, g_+ = 2 and g_2+ = 1. At 1000 K,

Δε_spin(+/0) = 86.17 meV·ln(1/2)/(−1) = +59.7 meV,

Δε_spin(2+/+) = 86.17 meV·ln 2/(−1) = −59.7 meV.

The (2+/0) level has no spin shift.

Q: Then the spin almost cancels your vibrational shift of (+/0).

A: For these parameters it does. The classical vibrational and spin terms add to −67.6 + 59.7 = −7.9 meV. For (2+/+) they reinforce each other: −90.9 − 59.7 = −150.6 meV.

The near cancellation is a result of the chosen springs. Both terms are proportional to T in the classical limit, so it persists on heating, but another set of force constants would remove it.

The two terms also change the stability of the +1 state. That state is the most stable one between ε(2+/+) and ε(+/0), if the first lies below the second. The vibrations alone raise the difference ε(+/0) − ε(2+/+) by 23 meV, and vibrations and spin together raise it by 143 meV.

Q: Real bonds are not harmonic at 1000 K. How large is that error?

A: A Morse bond gives a rough size. Its energy is

V = D_b(1 − exp(−av))²,

where v is the extension, D_b the depth and a an inverse length. Set w = 1 − exp(−av). Then V = D_b w² and a dv = dw/(1 − w). Expanding 1/(1 − w) = 1 + w + w² + … in the configuration integral, the linear term vanishes by symmetry and ⟨w²⟩ = kT/(2D_b). To leading order in kT/D_b, the integral is larger than its harmonic value by the factor 1 + kT/(2D_b), so

F_anh = −kT ln[1 + kT/(2D_b)] ≈ −(kT)²/(2D_b).

The curvature at the minimum is 2D_b a². With 60 N/m and a rough value a = 12 nm⁻¹, D_b = 60 N/m/(2a²) = 1.30 eV. Let the depth scale with the spring, at fixed a, and count three coordinates for each of the six metal neighbours. The effect on (+/0) at 1000 K is

{−18(kT)²/(2D_b)·(1/1.05 − 1)}/(0 − 1) = −2.4 meV.

This is a rough scale for regular bonds, not a calculated correction, and its sign should not be trusted. The estimate treats each coordinate as a single isolated bond. An ion between two equal opposing bonds behaves differently: the cubic terms cancel, the remaining quartic term raises the free energy, and the contribution to the level changes sign. In a long chain of equal Morse bonds held at fixed length, the two kinds of contribution largely cancel. The estimate also does not cover a soft mode or a state with several wells.

Q: So the harmonic formula is accurate to a few meV at 1000 K?

A: The estimate suggests this only for bonds of the assumed kind, with the same a in both charge states, at fixed cell and fixed valence edge. A change of a with the charge state would alter the estimate. A real crystal also expands, and its band edges move. Both effects can exceed the vibrational shift.

For the expansion, take a rough linear coefficient of 1.3·10⁻⁵ K⁻¹. Between 300 K and 1000 K the volume strain is

3·1.3·10⁻⁵ K⁻¹·700 K = 0.0273.

If the level moves by 3 eV per unit of volume strain, which is an assumed value, its change is 3 eV·0.0273 = 82 meV in size. For the valence edge, an assumed rate of 0.25 meV/K gives 0.25·700 = 175 meV.

The two numbers must not simply be added. Band-edge motion at constant pressure already includes an effect of expansion, and the signs depend on the material and the level.

Q: How does this model stand beside real MgO, then?

A: The masses are those of magnesium and oxygen, and the order of magnitude of the springs is reasonable. The highest phonon energies of MgO are roughly 90 meV, well above the 66 meV of the model, which lacks the long-range electric forces of an ionic crystal. Multiplying all springs by a common factor would leave the classical shift unchanged. Raising all frequencies by 90/66 would multiply the leading quantum correction by about 1.9, to roughly 3 meV at 1000 K. A temperature of 1000 K is relevant to annealing an oxide, while a device usually works much closer to 300 K, where the quantum free energy should be used. The fixed valence edge is an assumption that a real sample can break strongly: at the assumed rate the edge moves by 175 meV between 300 K and 1000 K, while the quantum vibrational shift changes by 44 meV, from −25.2 to −69.2 meV. The bond scale factors were chosen and not calculated, so −68 meV is not a prediction for MgO.

Q: If the edge may move by more than the defect level, what use is the vibrational shift?

A: It is one term of the balance, and it depends on the defect. At a given temperature, edge motion shifts every level measured from that edge by the same amount, whatever the charge states. It therefore cancels in the separation of two levels of the same crystal. The vibrational terms generally do not cancel, as the 23 meV change between (2+/+) and (+/0) shows. For the absolute position of a level in the gap at high temperature, the edge motion has to be calculated or measured as well.

The remaining values for this example are in the numerical output below.

Calculated quantities

```
Two-coordinate model (reduced units), charges 2 and 0:
  level from populations 0.690671, from formula 0.690671
  static level 0.750000, log sum 0.395526, kT 0.3
Vacancy supercell, model inputs:
  springs: longitudinal 60.0 N/m, transverse 10.0 N/m
  masses: metal 24.3 u, oxygen 16.0 u
  bond scales for charge 0, +1, +2: 1.0, 1.05, 1.12
  scaled bonds: 30; vibrational modes: 186
  charge +0: mode energies 15.77 to 65.60 meV
  charge +1: mode energies 15.84 to 65.79 meV
  charge +2: mode energies 15.94 to 66.18 meV
Temperature 1000 K, kT = 86.17 meV
Largest hbar*w/kT, charge +1: 0.763
Level (+1/+0): log sum 0.7848, classical shift -67.63 meV
Level (+2/+1): log sum 1.0544, classical shift -90.86 meV
Level (+2/+0): log sum 1.8393, classical shift -79.25 meV
Slope of (+1/0): -0.0676 meV/K
Geometric mean frequency ratio, +1 to 0: 1.00423
Log sum (+1/0) with oxygen mass set to 30 u: 0.7848
Log sum (+1/0) in the 216-site cell: 0.7884
Shift (+1/0) in the 216-site cell: -67.94 meV
Level (+1/0), classical and quantum shift:
  300 K: -20.29 and -25.19 meV
  1000 K: -67.63 and -69.19 meV
  1500 K: -101.45 and -102.49 meV
  zero-point shift at 0 K: -16.84 meV
Quantum correction at 1000 K: full -1.559 meV, trace -1.569 meV
Neglected effects at 1000 K:
  spin degeneracy, level (+1/+0): 59.73 meV
  spin degeneracy, level (+2/+1): -59.73 meV
  spin degeneracy, level (+2/+0): 0.00 meV
  Morse inverse length (rough) 12.0 1/nm, depth 1.30 eV
  anharmonic estimate, 18 coordinates, (+1/0): -2.45 meV
  linear expansion (rough) 1.3e-05 1/K, level deformation potential (assumed) 3.0 eV
  volume strain from 300 K: 2.73 %, size of level change 82 meV
  valence-edge rate (assumed) 0.25 meV/K, size of edge motion 175 meV
```
